The Squared-Diameter Law for an Evaporating Precursor Droplet

To size the vaporizer of a liquid-injection system, one must decide how long a droplet has to remain in the hot gas, and whether a time computed for one droplet size may be carried over to another. If the squared diameter falls linearly with time, a droplet twice as wide needs four times as long, and the largest droplets of the spray set the length of the vaporizer. If the diameter itself fell linearly, the factor would be two. The choice depends on what limits evaporation. Whether the droplet temperature stays fixed is a separate question, which decides whether the squared diameter falls linearly from the start.

Consider a spherical droplet of one pure liquid, with radius R and diameter d = 2R, at rest in a carrier gas that does not dissolve in it. The droplet has the uniform temperature T_s. The total pressure P is uniform, the gas is ideal, and R is large compared with the mean free path. The vapour has mole fraction x(r) at distance r from the centre. At the surface it is in equilibrium with the liquid, so x_s = p_sat(T_s)/P; far away it has the constant value x_inf. Let c be the molar density of the gas, D the diffusivity of vapour in carrier, and c_l the constant molar density of the liquid. Solvent, chemical decomposition and radiation are left out.

Suppose first that the gas adjusts quickly compared with the shrinkage of the droplet. Vapour then does not accumulate in any shell, and the same molar rate Ṅ crosses every sphere around the droplet. With N the outward molar flux of vapour,

4πr²N = Ṅ, independent of r.

The vapour moves by diffusion and is also carried by the mean molar flow. If N_B is the carrier flux, Fick's law reads

N = x(N + N_B) − cD dx/dr.

Because the carrier neither enters the liquid nor accumulates, N_B is set to zero. Strictly, carrier follows the receding surface, with flux c(1 − x_s) dR/dt there, while the vapour flux is about −c_l dR/dt. The ratio of their magnitudes is c(1 − x_s)/c_l, about 0.001 in the example below. Moving the term xN to the left gives

N(1 − x) = −cD dx/dr.

The factor 1 − x is the effect of the outward flow, called Stefan flow, which helps diffusion carry the vapour away. Insert N = Ṅ/(4πr²) and separate the variables:

(Ṅ/4π) dr/r² = −cD dx/(1 − x).

Take cD constant for now and integrate from the surface to infinity. The left side gives Ṅ/(4πR). On the right, −dx/(1 − x) is the differential of ln(1 − x), so the limits x_s and x_inf give

Ṅ = 4πR cD Λ, Λ = ln[(1 − x_inf)/(1 − x_s)].

The rate is proportional to the radius, not to the area. The area grows as R², but the concentration falls off over a distance of order R, so the gradient at the surface varies as 1/R.

The droplet contains (4/3)πR³c_l moles. Its loss rate must equal Ṅ:

−4πR²c_l dR/dt = 4πR cD Λ.

Division by 4πRc_l leaves R dR/dt = −cDΛ/c_l. Since d² = 4R², its derivative is 8R dR/dt, and therefore

d(d²)/dt = −K, K = 8cDΛ/c_l.

With x_s, x_inf, cD and c_l constant, K is constant, and integration from the initial diameter d0 gives

d² = d0² − Kt, t_L = d0²/K,

where t_L is the lifetime. The diameter shrinks at the rate K/(2d), ever faster as the droplet gets smaller. The remaining volume fraction is (1 − t/t_L)^(3/2).

For small mole fractions, Λ ≈ x_s − x_inf, and the rate is that of plain diffusion without Stefan flow. If x_inf = x_s, then Λ = 0 and evaporation stops; if x_inf exceeds x_s, Λ is negative and the droplet grows by condensation. As x_s approaches one, the logarithm diverges. This is the approach to boiling, where diffusion no longer limits the rate and the supply of heat must be considered.

That supply also decides whether T_s can stay fixed. Let L be the molar latent heat at T_s, C_p the molar heat capacity of the vapour, and k the thermal conductivity of the gas. In a steady state, heat conducted inward through a sphere of radius r must evaporate the liquid and warm the outgoing vapour from T_s to the local temperature T:

4πr²k dT/dr = Ṅ[L + C_p(T − T_s)].

Define m = Ṅ/(4πR), which equals cDΛ when cD is constant. Separation gives

dT/[L + C_p(T − T_s)] = (mR/k) dr/r².

Integrate from R to infinity with k and C_p constant. The left side becomes (1/C_p) ln[1 + C_p(T_inf − T_s)/L], and the right side becomes m/k. Solving for the temperature difference,

T_inf − T_s = (L/C_p)[exp(mC_p/k) − 1].

The radius has cancelled. Heat supply and vapour loss both scale with R, so one gas temperature T_inf maintains the same T_s while the droplet shrinks. Solving the same relation for m and using K = 8m/c_l gives a second expression for K:

K = [8k/(c_l C_p)] ln[1 + C_p(T_inf − T_s)/L].

This is the useful form near boiling, because it stays finite there. Away from boiling the two forms must agree, and their agreement determines T_s when T_inf is given.

The gas around such a droplet is not isothermal, so cD and k vary in space. This need not destroy the linear law. Set u = R/r, for which r² d/dr = −R d/du. The transport equations become

cD dx/du = m(1 − x)

k dT/du = −m[L + C_p(T − T_s)].

The surface is at u = 1 and the far gas at u = 0. If cD and k depend on temperature alone, R appears neither in the equations nor in the boundary conditions. The solution fixes T_s and m independently of size, and d(d²)/dt = −8m/c_l is still constant. Temperature-dependent transport changes the slope of the line but leaves it straight.

For numbers, take a droplet with d0 = 40 µm at T_s = 400 K in nitrogen at P = 100 Torr. The liquid has molar mass 0.4 kg/mol, density 1200 kg/m³ and vapour pressure 10 Torr at this temperature. The diffusivity is 0.50 cm²/s, or 5.0 × 10⁻⁵ m²/s, and x_inf = 0. Then c = P/(R_g T_s) = 4.009 mol/m³, with R_g the gas constant, and c_l = 1200/0.4 = 3000 mol/m³. The surface fraction is x_s = 10/100 = 0.100, so Λ = −ln 0.900 = 0.10536, about 5 percent above the small-fraction value 0.100. The evaporation constant is

K = 8 × 4.009 × 5.0 × 10⁻⁵ × 0.10536/3000 = 5.63 × 10⁻⁸ m²/s.

Since 1 m²/s is 10⁹ µm²/ms, this is K = 56.3 µm²/ms. The lifetime is

t_L = (40 µm)²/(56.3 µm²/ms) = 28.4 ms.

At half this time the diameter is still 28.3 µm, but 35 percent of the liquid remains. At three quarters of the lifetime the diameter is 20 µm and 12.5 percent remains. A droplet that is at 400 K from the start therefore delivers most of its vapour early, while the last part of the lifetime removes a small remnant.

The initial rate from the formula is 5.308 nmol/s. Direct numerical integration of the flux equations, with the far condition imposed at r = 2 cm instead of infinity, gives 5.313 nmol/s. The difference is expected: the integral of dr/r² is then 1/R − 1/(2 cm), which is smaller than 1/R by one part in a thousand, and the rate is larger by the same fraction.

To find the gas temperature that holds the droplet at 400 K, take L = 70 kJ/mol, C_p = 500 J/(mol K) and k = 0.032 W/(m K). Here m = cDΛ = 2.11 × 10⁻⁵ mol/(m s), so mC_p/k = 0.330 and

T_inf − T_s = (70000/500)(e^0.330 − 1) ≈ 55 K.

The far gas must be at about 455 K. A droplet placed in gas at 400 K would cool, its vapour pressure would fall, and it would evaporate more slowly than this K predicts.

The values above used gas properties at 400 K. If both cD and k grow as T^0.75, numerical integration with the droplet held at 400 K gives a rate 4.8 percent higher. The required far temperature stays at 454.7 K. Dividing the two equations in u shows why:

dT/dx = −(cD/k)[L + C_p(T − T_s)]/(1 − x).

Equal temperature exponents leave cD/k constant, so the relation between T and x is unchanged, including its value at x_inf. With these variable properties, a 10 µm droplet in the same far gas was found to settle at 400.00 K, as the scaling argument requires.

The assumption of a quasi-steady gas also needs support. Diffusion over one radius takes about R0²/D = 8.0 µs, where R0 = d0/2. The lifetime can be written in terms of this time by inserting K into t_L = 4R0²/K:

t_L = (R0²/D)(c_l/c)/(2Λ).

The lifetime is longer by a factor of about 3550, mainly because the liquid is so much denser than the gas. The distant gas, however, needs longer to adjust. An estimate follows from a sphere of fixed radius R0 suddenly placed in vapour-free gas, with x small. The product rx obeys the one-dimensional diffusion equation, and the solution is

x = x_s(R0/r) erfc[(r − R0)/(2√(Dt))].

Its gradient at the surface exceeds the steady gradient by the fraction R0/√(πDt). At t = t_L this fraction is √[2Λc/(πc_l)], or 0.9 percent here. The correction should thus fall as the square root of c/c_l.

A numerical solution of the transient diffusion problem, including Stefan flow and the receding surface, confirms this scaling. It starts from vapour-free gas with x_s fixed and runs until d² is 4 percent of its initial value. The largest departure from the straight line is 1.11 percent of d0². With c/c_l reduced to a quarter and x_s unchanged, it is 0.56 percent, half as large. In this isothermal model the quasi-steady assumption is therefore a minor source of error.

A more serious limit is the surface itself. Molecules cannot leave it faster than kinetic theory allows, so the vapour fraction x_0 in the gas just outside is below x_s. Suppose that every vapour molecule striking the liquid sticks, and let v be the mean thermal speed of the vapour. For x_inf = 0, the net flux through the surface must equal the diffusive flux:

(v/4)c(x_s − x_0) = (cD/R)Λ_0, Λ_0 = −ln(1 − x_0).

With the length ℓ = 4D/v, this becomes x_s − x_0 = ℓΛ_0/R. When the difference is small, expansion of the logarithm about x_s gives

Λ_0 ≈ Λ − (x_s − x_0)/(1 − x_s) = Λ − ℓΛ_0/[R(1 − x_s)].

Hence Λ/Λ_0 ≈ 1 + ℓ/[R(1 − x_s)]. The time to shrink from R0 to zero is the integral of c_l R dR/(cDΛ_0), so

t ≈ [c_l/(cDΛ)] ∫₀^{R0} [R + ℓ/(1 − x_s)] dR

= t_L{1 + 2ℓ/[R0(1 − x_s)]}.

In the example v = 145.5 m/s and ℓ = 1.37 µm, which lengthens the life by about 15 percent if T_s is held at 400 K. If the far gas temperature is held instead, slower evaporation cools the droplet less. It warms slightly, its vapour pressure rises, and most of this delay would disappear if ordinary heat conduction held right up to the surface. At this low pressure, however, the gas temperature jumps at the surface, which slows the heating and can restore much of the delay. At fixed T_s, numerical integration of the unexpanded flux balance gives 15.1 percent, against 15.3 percent from the first-order formula. Both share the same simple picture of the surface layer, so their agreement checks the expansion and not the picture. The picture ignores the directed motion of the vapour close to the surface. For a large, fully absorbing droplet, a fuller kinetic treatment gives a length nearer 2D/v than 4D/v, so for full sticking the 15 percent is an overestimate even at fixed T_s, by nearly a factor of two. If only a fraction of the striking molecules sticks, the surface resistance grows roughly as the inverse of that fraction, and the delay can exceed 15 percent.

The opposite limit, R much smaller than ℓ, has a different law. Diffusion then removes vapour easily, x_0 is small, and the flux approaches vcx_s/4 whatever the radius. The liquid balance becomes dR/dt = −vcx_s/(4c_l): the diameter, not its square, falls linearly. Every droplet in this model enters that regime near the end of its life. The correction also limits the rule that halving the diameter quarters the time. For a 10 µm droplet also held at 400 K, the squared-diameter law gives 28.4/16 = 1.8 ms, but the first-order kinetic correction is about 60 percent, which would make the time nearly 3 ms. The reservations about the 15 percent apply here too: this is an estimate for fixed T_s, not for a fixed far gas temperature.

A droplet injected cold must first warm up. During this stage an additional heat q per evaporated mole enters the liquid, so L in the earlier heat integration is replaced by L + q. With T_d the changing droplet temperature and C_l the molar heat capacity of the liquid,

L + q = C_p(T_inf − T_d)/[exp(mC_p/k) − 1]

(4/3)πR³c_l C_l dT_d/dt = 4πRmq.

The second equation gives dT_d/dt = 3mq/(R²c_l C_l). Now m = cDΛ follows T_d through the vapour pressure, which is taken from the Clausius–Clapeyron relation with constant L, p_sat(T_d) = p_sat(400 K) exp[−(L/R_g)(1/T_d − 1/400 K)]; cD is kept at its 400 K value. For injection at 300 K into the 454.7 K gas, with C_l = 600 J/(mol K), integration of these equations and the liquid balance shows that 8.9 ms pass before the droplet is within 5 K of 400 K. The time to reach 1 percent of d0² is 25 percent longer than for a droplet at 400 K from the start. Between 60 and 95 percent of this longer time, d² falls at a mean rate of 56.32 µm²/ms, equal to K to the digits printed. The linear law thus describes the later stage, but applying it from the moment of injection gives too short a time. Because both the warming rate and the relative shrinkage rate vary as 1/R², the fractional delay in this model does not depend on the initial size.

Motion through the gas acts the other way. A correlation of the Frössling type, an empirical relation used here without derivation, multiplies the rate by 1 + 0.3Re^(1/2)Sc^(1/3), where Re is the Reynolds number based on diameter and Sc the Schmidt number. For an assumed slip speed of 10 m/s and a gas viscosity of 2.2 × 10⁻⁵ Pa s, the initial factor is 1.68 at fixed T_s. At a fixed far gas temperature the gain is smaller, because slip helps heat transfer less than vapour transfer here and the droplet cools a little. Drag soon slows the droplet: the Stokes stopping time is about 5 ms at the initial diameter. With this drag, the time to reach 1 percent of d0² falls by about 15 percent at fixed T_s. This is an estimate, since Stokes drag is itself approximate at the initial Reynolds number of about 2.

The parameters are rough model values for a heavy liquid precursor, not data for a named compound. Halving the vapour pressure to 5 Torr at the same T_s and P gives Λ = 0.0513 and roughly doubles the lifetime. If the vapour pressure is halved at every temperature and the far gas stays at 454.7 K, the effect is much weaker: the droplet settles near 410 K, where the two expressions for K agree again, and the lifetime grows by only about 20 percent. Real injectors produce a range of sizes, often from a solution. A solvent evaporates at its own rate and changes the surface composition, so K need not remain constant. A dense spray also loads the gas with vapour. At x_inf = 0.050, half the surface value, and with T_s still held at 400 K, K falls to 28.9 µm²/ms and the lifetime rises to 1600/28.9 = 55 ms. If the far gas is kept at 454.7 K instead, the droplet settles near 406 K and the lifetime is only about 31 ms. Keeping it there requires added heat, because evaporation cools the gas. With a heat capacity of 29 J/(mol K) for nitrogen, an unheated stream that starts at 454.7 K and receives just enough liquid at 300 K to saturate it would end near 372 K, at a vapour fraction of only about 0.02; excess liquid would cool it further. In a dense spray this cooling can matter more than the vapour loading itself. If x_inf rises during evaporation, the plot of d² against time bends. Heating the gas further to compensate is limited by thermal decomposition of the precursor, which this model omits.

For the isolated 40 µm droplet, the estimates of warm-up, surface kinetics and slip each shift the time by 15 to 25 percent, the last two with T_s held fixed and the kinetic one taken from the simple surface picture, which overstates it when sticking is complete. They were calculated one at a time and interact, so their percentages should not simply be added. The figure of 28 ms is a scale for the vaporizer residence time, not a guarantee of complete evaporation. An 80 µm droplet under the same fixed conditions would need 4 × 28.4 = 114 ms by the law, which is why the coarse end of the spray deserves more attention than its mean diameter. The remaining digits and intermediate values are in the numerical output.

Values computed for the example and the checks

```
Gas pressure: 100 Torr
Vapour pressure: 10 Torr
Droplet temperature: 400 K
Initial diameter: 40 um
Precursor molar mass: 0.4 kg/mol
Liquid density: 1200 kg/m3
Diffusivity: 0.50 cm2/s
Latent heat: 70 kJ/mol
Vapour heat capacity: 500 J/(mol K)
Liquid heat capacity: 600 J/(mol K)
Gas conductivity: 0.032 W/(m K)
Gas viscosity: 2.2e-05 Pa s
Carrier molar mass: 0.028 kg/mol
Gas molar density c: 4.009 mol/m3
Liquid molar density c_l: 3000 mol/m3
Density ratio c/c_l: 1.336e-03
Surface vapour fraction x_s: 0.100
Logarithm ln[1/(1-x_s)]: 0.10536
Initial evaporation rate: 5.308 nmol/s
Numerical rate, finite wall: 5.313 nmol/s
Evaporation constant K: 56.32 um2/ms
Lifetime: 28.41 ms
At 7.10 ms: d = 34.64 um, volume left 65.0 %
At 14.21 ms: d = 28.28 um, volume left 35.4 %
At 21.31 ms: d = 20.00 um, volume left 12.5 %
At 25.57 ms: d = 12.65 um, volume left 3.2 %
Gas diffusion time R0^2/D: 8.0 us
Far gas temperature needed: 454.7 K
K with far gas at x_inf = 0.050: 28.90 um2/ms
Transient: largest gap in d^2/d0^2: 1.11 %
Same gap at a quarter of c/c_l: 0.56 %
Variable transport: rate change +4.8 %
Variable transport: far gas temperature 454.7 K
Variable transport: temperature of 10 um droplet 400.00 K
Injection temperature for warm-up: 300 K
Time to come within 5 K of fixed T: 8.89 ms
Warm-up: time to 1 % of d0^2 changes +25.4 %
Late slope after warm-up: 56.32 um2/ms
Mean vapour speed: 145.5 m/s
Kinetic length 4D/v: 1.37 um
Surface kinetics: lifetime change +15.1 %
Same, first-order formula: +15.3 %
Injection slip speed: 10 m/s
Initial slip factor on rate: 1.68
Stokes stopping time: 4.85 ms
Slip: time to 1 % of d0^2 changes -14.6 %
```
